# Floating Potential of an Isolated Dielectric Surface Facing a Plasma

The exposed face of an insulating film, or an isolated conductor, collects charge from a plasma until its net current vanishes. The problem is to find its potential then, and how ultraviolet light changes it.

The plasma contains electrons of mass $m_e$ and temperature $T_e$, and singly charged positive ions of mass $M_i$. There are no negative ions, no magnetic field and no radio-frequency bias. The surface is plane and absorbs every charge that reaches it; until part (g) it emits none.

Next to the surface lies the sheath, a thin layer in which the ion and electron densities differ. Beyond it lies the presheath, which is nearly neutral and accelerates ions towards the surface. The boundary between them is the sheath edge, where both densities equal $n_s$. The sheath is steady and collisionless. The potential $\phi$ is zero at its edge and $V$ at the surface, and $e>0$ is the elementary charge. SI units are used, with temperatures quoted as $k_BT_e$ in eV.

## (a) The electron flux

**Find the electron flux to a surface at $V\le0$, taking the electrons at the sheath edge to be a full Maxwellian.**

Let $v$ be the velocity component towards the surface. After integration over the two parallel components, the distribution at the edge is

$$f(v)=n_s\sqrt{\frac{m_e}{2\pi k_BT_e}}\,\exp\left(-\frac{m_ev^2}{2k_BT_e}\right).$$

An electron has potential energy $-e\phi$, so it must climb a barrier $-eV=e|V|$. If the potential falls monotonically to the surface, the electron arrives when

$$\frac{m_ev^2}{2}\ge e|V|,\qquad v\ge v_c=\sqrt{\frac{2e|V|}{m_e}}.$$

In a steady collisionless sheath, the flux at the surface equals the edge flux of these electrons:

$$\Gamma_e=\int_{v_c}^{\infty}v f(v)\,dv
=n_s\sqrt{\frac{m_e}{2\pi k_BT_e}}\;\frac{k_BT_e}{m_e}\,
\exp\left(-\frac{m_ev_c^2}{2k_BT_e}\right).$$

The integral follows because $v\,e^{-m_ev^2/2k_BT_e}$ is the derivative of $-(k_BT_e/m_e)e^{-m_ev^2/2k_BT_e}$. Since $m_ev_c^2/2=-eV$,

$$\Gamma_e=n_s\sqrt{\frac{k_BT_e}{2\pi m_e}}\;e^{eV/k_BT_e}. \tag{1}$$

With the mean speed $\bar v=\sqrt{8k_BT_e/\pi m_e}$, the prefactor is $n_s\bar v/4$, the random one-way flux. The exponential is the fraction of that flux which passes the barrier.

## (b) The least ion speed that permits a sheath

**Cold ions enter the sheath with a common speed $u$. Which values of $u$ allow the potential to fall steadily towards the surface?**

Let $U=-\phi\ge0$ be the potential drop below the edge. Ion energy conservation gives $M_iu_i^2/2=M_iu^2/2+eU$, and flux conservation gives $n_iu_i=n_su$. Therefore

$$n_i=n_s\left(1+\frac{2eU}{M_iu^2}\right)^{-1/2}.$$

For electrons, the distribution function is constant along a trajectory. At drop $U$ it therefore contains $\exp[-(m_ev^2/2+eU)/k_BT_e]$. Integration over all $v$ gives $n_e=n_se^{-eU/k_BT_e}$. This neglects the electrons lost at the surface, an approximation examined in part (f).

Let $x$ increase towards the surface. Poisson's equation, $\phi''=-e(n_i-n_e)/\varepsilon_0$, becomes $U''=e(n_i-n_e)/\varepsilon_0$. Multiply by $U'$ and integrate from the edge. The field is $E=-\phi'=U'$. Its edge value is neglected because the presheath is much longer than the sheath. Then

$$\frac{\varepsilon_0E^2}{2}=e\int_0^U(n_i-n_e)\,dU'. \tag{2}$$

The right side must be positive. Define

$$\chi=\frac{eU}{k_BT_e},\qquad u_B=\sqrt{\frac{k_BT_e}{M_i}},\qquad a=\frac{u}{u_B}.$$

For small $\chi$,

$$\frac{n_i}{n_s}=1-\frac{\chi}{a^2}+\frac{3\chi^2}{2a^4}+\dots,\qquad
\frac{n_e}{n_s}=1-\chi+\frac{\chi^2}{2}+\dots$$

Subtracting and integrating gives

$$\int_0^\chi\frac{n_i-n_e}{n_s}\,d\chi'
=\frac12\left(1-\frac1{a^2}\right)\chi^2
+\left(\frac1{2a^4}-\frac16\right)\chi^3+\dots$$

If $a<1$, the first term makes $E^2$ negative near the edge, so no such sheath exists. If $a=1$, that term vanishes and the next is $+\chi^3/3$.

The sheath at $a=1$ also continues to larger drops. Since $e^{2\chi}\ge1+2\chi$, it follows that $(1+2\chi)^{-1/2}\ge e^{-\chi}$, and hence $n_i\ge n_e$. Increasing $a$ raises $n_i$ at fixed $\chi$, so every $a\ge1$ is allowed. The condition is

$$u\ge u_B=\sqrt{\frac{k_BT_e}{M_i}}.$$

Both densities fall as the potential drops. Slow ions would thin out faster than the electrons and leave negative charge, which cannot support the assumed field.

## (c) Why the ions enter at the least speed

**In the presheath, ions are created at rest at rate $\nu n$ per unit volume. Describe them as a cold fluid with $n_i=n_e=n$, and find the largest speed the neutral solution can reach.**

Let $n=n_0$ where $u=0$, at $x=0$. Continuity reads

$$\frac{d(nu)}{dx}=\nu n. \tag{3}$$

New ions bring no momentum, so the momentum gain comes from the field: $M_i(nu^2)'=neE$. Boltzmann electrons satisfy $n'=n e\phi'/k_BT_e=-neE/k_BT_e$. Eliminating $E$ gives

$$M_i\frac{d(nu^2)}{dx}=-k_BT_e\frac{dn}{dx}.$$

Thus $n(u^2+u_B^2)$ is constant. Its value at $u=0$ is $n_0u_B^2$, and therefore

$$n=\frac{n_0}{1+a^2}.$$

Insert this into (3), using $u=au_B$:

$$u_Bn_0\frac{1-a^2}{(1+a^2)^2}\frac{da}{dx}=\frac{\nu n_0}{1+a^2}.$$

Multiplication by $(1+a^2)/(u_Bn_0)$ gives

$$\frac{\nu}{u_B}\,dx=\frac{1-a^2}{1+a^2}\,da
=\left(\frac{2}{1+a^2}-1\right)da,$$

$$\frac{\nu x}{u_B}=2\arctan a-a.$$

Position increases with $a$ up to $a=1$, where $\nu x/u_B=\pi/2-1\approx0.571$, and would then decrease. A flow that starts at rest and moves towards the surface therefore cannot pass $u_B$ while remaining neutral.

The presheath allows $u\le u_B$ and the sheath requires $u\ge u_B$. To leading order in sheath thickness over presheath length, they join at $u=u_B$. The ion flux is

$$\Gamma_i=n_su_B=n_s\sqrt{\frac{k_BT_e}{M_i}}. \tag{4}$$

This fluid model also gives $n_s=n_0/2$. By the Boltzmann relation, the potential drops by $(k_BT_e/e)\ln2$ between the bulk and the edge. A single ion falling freely from rest would need a drop of $k_BT_e/2e$ to reach $u_B$. The fluid needs more because ions created on the way must also be accelerated from rest. The drop outside the sheath thus depends on the presheath model. The closure is itself approximate, since ions created at different places would have a spread of speeds, which the cold fluid omits.

## (d) The floating potential

**Find the surface potential at zero net current, and decide whether it is stable.**

The charges have equal magnitude, so zero current means $\Gamma_e=\Gamma_i$. From (1) and (4),

$$n_s\sqrt{\frac{k_BT_e}{2\pi m_e}}\,e^{eV_f/k_BT_e}
=n_s\sqrt{\frac{k_BT_e}{M_i}}.$$

The density and the square root of temperature cancel:

$$e^{eV_f/k_BT_e}=\sqrt{\frac{2\pi m_e}{M_i}}.$$

Taking the logarithm, with $\ln\sqrt z=\tfrac12\ln z$, gives

$$\boxed{V_f=\frac{k_BT_e}{2e}\ln\left(\frac{2\pi m_e}{M_i}\right)} \tag{5}$$

The logarithm is negative because an ion is far heavier than $2\pi$ electron masses. The surface must repel most electrons to match the much smaller ion flux. A heavier ion arrives more slowly and makes $V_f$ more negative, though only logarithmically. At fixed ion mass, $V_f$ is proportional to $T_e$.

For stability, let the surface have a constant capacitance $C$ per unit area to a fixed potential, and let $V=V_f+\delta V$. The ion flux (4) does not depend on $V$. For small $\delta V$, (1) gives $\Gamma_e\approx\Gamma_i(1+e\,\delta V/k_BT_e)$, so

$$C\frac{d\,\delta V}{dt}=e(\Gamma_i-\Gamma_e)
=-\frac{e^2\Gamma_i}{k_BT_e}\,\delta V.$$

The deviation decays with time constant $\tau=Ck_BT_e/(e^2\Gamma_i)$, provided that the sheath adjusts faster than this. That requires $C$ to be much larger than the capacitance of the sheath itself, which is of order $\varepsilon_0$ divided by a few Debye lengths (part (e)). A thin film on a grounded backing satisfies this. A conductor whose capacitance is mainly that of its sheath does not, and this formula for $\tau$ does not apply to it. Density cancels from the final potential but not from the charging time: a denser plasma charges the surface faster.

Equation (5) gives the potential of the exposed face, not the voltage across a film. That voltage also requires the potential of the back face. If the conductor behind a blocking film is isolated and exposed to the same plasma, both float at the same potential, and this model predicts no steady voltage across the film. Different local plasma conditions can produce one. Inside a narrow trench the plane geometry fails, and (5) cannot be applied point by point.

## (e) A hydrogen plasma

**Evaluate the result for a plasma whose positive ions are all H$_2^+$, with $k_BT_e=3$ eV and $n_s=10^{16}$ m$^{-3}$.**

A real hydrogen plasma may contain other ions, which this example omits. The ion mass is taken as two proton masses plus one electron mass, neglecting binding energy:

$$M_i=3.346\times10^{-27}\ \text{kg},\qquad \frac{M_i}{m_e}=3673.3.$$

Since $3$ eV is $4.807\times10^{-19}$ J,

$$u_B=\sqrt{\frac{4.807\times10^{-19}}{3.346\times10^{-27}}}\ \text{m/s}
=1.20\times10^4\ \text{m/s}.$$

The ion flux is $\Gamma_i=1.20\times10^{20}$ m$^{-2}$ s$^{-1}$, a current density $e\Gamma_i=19.2$ A/m$^2$. The electron mean speed is $1.16\times10^6$ m/s, so the random electron flux is $n_s\bar v/4=2.90\times10^{21}$ m$^{-2}$ s$^{-1}$. This is $24.2$ times the ion flux. At balance, about one in 24 of the electrons that cross the sheath edge towards the surface reaches it.

The potential is

$$V_f=\frac{3\ \text{V}}{2}\ln\left(\frac{2\pi}{3673.3}\right)
=1.5\ \text{V}\times(-6.371)=-9.56\ \text{V},$$

or $-0.351$ hartree$/e$. An ion four times heavier would lower it by $1.5\ln4=2.08$ V at the same temperature.

The presheath of part (c) adds a drop of $3\ln2=2.08$ V, placing the surface at $-11.64$ V relative to the bulk. The choice of reference therefore changes the quoted potential by about a fifth of $|V_f|$.

In the cold-ion model, every ion enters with energy $M_iu_B^2/2=k_BT_e/2=1.50$ eV, gains $9.56$ eV in the sheath and strikes the surface with $11.06$ eV. The spread of speeds omitted in part (c) spreads the impact energies and also changes the flux at the edge. A collisionless treatment that follows ions born at rest at different places gives a presheath drop of $0.854\,k_BT_e/e$ and a mean edge speed of $1.14\,u_B$. The surface then lies at $-9.15$ V relative to the edge and $-11.71$ V relative to the bulk, and the mean impact energy is $11.3$ eV. The value relative to the edge thus depends on the presheath model by about $4\%$, and the value relative to the bulk by less than $1\%$. Even so, an unbiased surface receives ions well above thermal energy.

The length scale in Poisson's equation is $\lambda_D=\sqrt{\varepsilon_0k_BT_e/(n_se^2)}=129$ µm. The sheath has no sharp edge in this model: at $a=1$, $E^2$ falls as $\chi^3$ and the potential approaches zero only slowly. The distance from the surface to the point where $\chi=0.1$ is about $9\lambda_D$, or $1.2$ mm, and the collisionless model needs ion mean free paths much longer than that.

## (f) The electrons that do not return

**Absorbed electrons are missing from the stream returning from the surface. Estimate the resulting change in the floating potential.**

Write $h=e|V|/k_BT_e$ and $\psi=e\phi/k_BT_e$. Let $N$ be the density that the full Maxwellian would have at the edge. At scaled potential $\psi$, electrons moving away from the surface have speeds below $\sqrt{2k_BT_e(h+\psi)/m_e}$, since faster ones were absorbed. With $s=v\sqrt{m_e/2k_BT_e}$,

$$n_e(\psi)=\frac{Ne^\psi}{\sqrt\pi}\int_{-\sqrt{h+\psi}}^\infty e^{-s^2}ds
=Ne^\psi\,\frac{1+\operatorname{erf}\sqrt{h+\psi}}2.$$

Hence $n_s=N(1+\operatorname{erf}\sqrt h)/2$. The logarithmic slope at the edge is

$$G=\left.\frac{d\ln n_e}{d\psi}\right|_{\psi=0}
=1+\frac{e^{-h}}{\sqrt{\pi h}\,(1+\operatorname{erf}\sqrt h)}.$$

Near the edge, the ion density must not fall faster than the electron density. Their fractional decreases per unit drop are $e/(M_iu^2)$ and $eG/k_BT_e$, so the least speed becomes $u_B/\sqrt G$. Taking the ions to enter at this speed, the balance is

$$N\sqrt{\frac{k_BT_e}{2\pi m_e}}\,e^{-h}=\frac{n_su_B}{\sqrt G}.$$

Let $h_0=e|V_f|/k_BT_e$ be the value from (5). Division by $N\sqrt{k_BT_e/2\pi m_e}$ gives

$$e^{-h}=e^{-h_0}\,\frac{1+\operatorname{erf}\sqrt h}{2\sqrt G},$$

$$h-h_0=-\ln\left(1-\frac{\operatorname{erfc}\sqrt h}{2}\right)+\frac12\ln G.$$

Both corrections are small. Expanding the logarithms, setting $1+\operatorname{erf}\sqrt h\approx2$ in $G$, and evaluating at $h_0$ gives

$$h-h_0\approx\frac{\operatorname{erfc}\sqrt{h_0}}2+\frac{e^{-h_0}}{4\sqrt{\pi h_0}}.$$

For $h_0=3.185$, the terms are $0.0058$ and $0.0033$. Multiplication by $3$ V gives a shift of $-0.027$ V. Numerical root finding for the full balance gives $-9.583$ V, the same shift to this precision. The correction is about $0.3\%$ of $|V_f|$, so the full Maxwellian is adequate here. It does not include other departures of a real electron distribution from a Maxwellian. Nor does it include electrons reflected or released by electron impact, which can matter on real insulators. If each arriving electron releases $\gamma<1$ that escape, the balance becomes $(1-\gamma)\Gamma_e=\Gamma_i$ and $V$ rises by $-(k_BT_e/e)\ln(1-\gamma)$, which is $1.07$ V for $\gamma=0.3$.

## (g) Ultraviolet light on the surface

**Light releases $y$ electrons for each arriving ion, and all of them escape. Find the new potential for $y=0.5$, and examine the neglect of their space charge.**

An electron leaving the surface has the same effect on its charge as a positive ion arriving. Zero current now requires

$$\Gamma_e=\Gamma_i+y\Gamma_i=(1+y)\Gamma_i.$$

If the edge density and ion speed are unchanged, (1) and (4) give $e^{eV/k_BT_e}=(1+y)e^{eV_f/k_BT_e}$, or

$$V=V_f+\frac{k_BT_e}{e}\ln(1+y). \tag{6}$$

The shift is $3\ln1.5=1.22$ V, and the surface rises from $-9.56$ V to $-8.34$ V. If an illuminated and a shaded region of an insulator are both wide compared with the sheath and face the same plasma, their surfaces differ by $1.22$ V. Light can thus create a lateral voltage even in a uniform plasma, as long as the insulator carries no current. Photons above its band gap also make it photoconductive, which reduces the difference.

The number $y$ is not the yield per photon. It is that yield times the photon flux, divided by the ion flux. With the ion flux of part (e), $y=0.5$ requires $6.0\times10^{19}$ photoelectrons m$^{-2}$ s$^{-1}$. If one photon in ten released an electron, photons of $10$ eV would have to deliver about $1$ kW/m$^2$, so this example describes strong illumination. At fixed light intensity and yield, a denser plasma has a smaller $y$, so the potential now depends on density.

To estimate the space charge, let the electrons leave with negligible energy. If the total drop is $U_w=|V|$, their speed at drop $U$ is $\sqrt{2e(U_w-U)/m_e}$. Their density is the flux $yn_su_B$ divided by this speed. With $h=eU_w/k_BT_e$, it is

$$\frac{n_{\rm em}}{n_s}=y\sqrt{\frac{m_e}{M_i}}\,\frac1{\sqrt{2(h-\chi)}}.$$

At the edge, $\chi=0$ and $h=8.34/3=2.78$, so the ratio is $0.0035$. The density diverges at the surface, but its contribution to the integral in (2) is finite:

$$I_{\rm em}=\int_0^h\frac{n_{\rm em}}{n_s}\,d\chi
=y\sqrt{\frac{m_e}{M_i}}\sqrt{2h}.$$

The plasma particles contribute

$$I_{\rm pl}=\int_0^h\left[\frac1{\sqrt{1+2\chi}}-e^{-\chi}\right]d\chi
=\sqrt{1+2h}-2+e^{-h}.$$

Here $I_{\rm em}=0.5\times0.0165\times2.36=0.0195$ and $I_{\rm pl}=2.561-2+0.062=0.623$. With the plasma densities held fixed, the emitted electrons lower the calculated $E^2$ at the surface by about $3\%$ at this drop.

A consistent sheath must also be neutral at its edge. Let $n_s$ now be the ion density there and $\delta=0.0035$ the emitted fraction, so that the plasma electrons have edge density $(1-\delta)n_s$. Since $n_{\rm em}/n_s$ rises with slope $\delta/2h$ at the edge, the condition of part (b) becomes $1/a^2\le1-\delta-\delta/2h=0.996$, which raises the least ion speed by about $0.2\%$. In the flux balance, these two changes raise $V$ by about $3\ \text{V}\times(0.0035+0.002)\approx0.02$ V. Neglecting the emitted space charge is therefore reasonable for $y=0.5$.

Equation (6) cannot be followed until $V$ reaches zero. As $h\to0$, $I_{\rm pl}$ falls as $h^3/3$, whereas $I_{\rm em}$ falls as $\sqrt h$. The calculated $E^2$ at the surface would become negative before that point. Strong emission therefore needs a sheath solution that includes the emitted charge and allows some of these electrons to be turned back.
